# The Eshelby tensor and strain energy of a spherical inclusion, part 1

(Sections cited here and not found follow in the second part.)

## I. Uniform strain inside the sphere

### The question and the model

Suppose that a supercell contains a small region which, if it were cut free, would take a slightly different size or shape from the hole it left behind. A coherent precipitate is one case. Before its energy is computed, a decision has to be made: may the host atoms around the region move, or can they be held at their perfect-lattice positions to save effort? Elasticity theory gives a continuum estimate in a short formula. For the model parameters used below, a rigid host gives about 2.5 times the elastic energy of a deformable one, and about 60 % of the energy that remains after relaxation lies in the host. Both figures follow from the strain inside the region, which is therefore the first thing to find.

The model is an infinite, homogeneous, isotropic, linear elastic medium. A sphere of radius \(a\) and volume \(V = 4\pi a^3/3\), centred at the origin, belongs to this medium and has the same elastic moduli. The sphere undergoes a transformation which, in the absence of surroundings, would give it the uniform strain \(e^*_{ij} = e^*_{ji}\) without any stress. This stress-free strain is called the eigenstrain. The sphere stays bonded to its surroundings, and no external load acts.

Let \(u_i\) be the displacement from the state before the transformation. A comma denotes a derivative, \(u_{i,j} = \partial u_i/\partial x_j\), and repeated indices are summed. The total strain is

\[
e_{ij} = \tfrac12 \left( u_{i,j} + u_{j,i} \right). \tag{1}
\]

The part of the strain that causes stress is the total strain less the eigenstrain. With \(\chi = 1\) inside the sphere and \(\chi = 0\) outside,

\[
\sigma_{ij} = C_{ijkl} \left( e_{kl} - e^*_{kl}\, \chi \right), \tag{2}
\]

\[
C_{ijkl} = \lambda\, \delta_{ij}\delta_{kl} + \mu \left( \delta_{ik}\delta_{jl} + \delta_{il}\delta_{jk} \right). \tag{3}
\]

Here \(\mu\) is the shear modulus. The constant \(\lambda\) and the bulk modulus \(K\) are related to \(\mu\) and the Poisson ratio \(\nu\) by

\[
\lambda = \frac{2\mu\nu}{1-2\nu}, \qquad
K = \lambda + \frac{2\mu}{3} = \frac{2\mu(1+\nu)}{3(1-2\nu)} . \tag{4}
\]

Stability of the medium requires \(\mu > 0\) and \(K > 0\), which means \(-1 < \nu < 1/2\).

### The eigenstrain as a body force

Equilibrium without external forces is \(\sigma_{ij,j} = 0\). It is to hold throughout space, including the interface, where it says that the traction \(\sigma_{ij} n_j\) is continuous. Define the uniform tensor

\[
s_{ij} = C_{ijkl}\, e^*_{kl} . \tag{5}
\]

Since \(C_{ijkl}\) is symmetric in \(k\) and \(l\), \(C_{ijkl} e_{kl} = C_{ijkl} u_{k,l}\). Inserting (2) into the equilibrium condition gives

\[
C_{ijkl}\, u_{k,lj} + f_i = 0, \qquad f_i = - s_{ij}\, \chi_{,j} . \tag{6}
\]

The eigenstrain thus acts as a body force on an ordinary elastic medium. The step function falls from 1 to 0 along the outward normal \(\mathbf n\), so \(\chi_{,j}\) is \(-n_j\) times a delta function on the surface. The force is therefore a layer of strength \(+s_{ij} n_j\) per unit area. For a sphere that wants to expand, it points outward, as it should.

Among fields whose displacement falls off as \(r^{-2}\) and whose stress falls off as \(r^{-3}\) at large distance \(r\), the solution is unique. The difference \(v_i\) of two such solutions obeys (6) with \(f_i = 0\). Multiplying by \(v_i\) and integrating by parts gives \(\int v_{i,j} C_{ijkl} v_{k,l}\, dV = 0\), because the distant surface term vanishes for fields that decay as those found below. For \(\mu > 0\) and \(K > 0\) the integrand is positive unless the strain of \(v_i\) is zero. Then \(v_i\) is a rigid motion, and a rigid motion that vanishes at infinity is zero.

### The response to a point force

With (3), the first term of (6) is \(\mu \nabla^2 u_i + (\lambda+\mu)\, u_{j,ji}\). From (4), \(\lambda + \mu = \mu/(1-2\nu)\). Let \(G_{im}(\mathbf x)\) be the displacement component \(i\) caused by a unit force along \(m\) at the origin. It satisfies

\[
\mu \nabla^2 G_{im} + \frac{\mu}{1-2\nu}\, \partial_i \partial_j G_{jm} + \delta_{im}\, \delta(\mathbf x) = 0 . \tag{7}
\]

The tensor must be built from \(\delta_{im}\) and \(x_i x_m\) and must fall off as \(1/r\), where \(r = |\mathbf x|\). A convenient form with these properties is

\[
G_{im} = \frac{A}{r}\, \delta_{im} + B\, \partial_i \partial_m r . \tag{8}
\]

Two identities are needed: \(\nabla^2 (1/r) = -4\pi\, \delta(\mathbf x)\) and \(\nabla^2 r = 2/r\). The second has no delta function, because the flux of \(\nabla r\) through a small sphere of radius \(\rho\) is \(4\pi\rho^2\), which vanishes with \(\rho\). They give

\[
\nabla^2 G_{im} = -4\pi A\, \delta_{im}\, \delta(\mathbf x) + 2B\, \partial_i \partial_m \frac1r ,
\qquad
\partial_j G_{jm} = (A + 2B)\, \partial_m \frac1r . \tag{9}
\]

Insert (9) into (7). The terms with \(\delta_{im}\delta(\mathbf x)\) cancel if \(4\pi\mu A = 1\). The terms with \(\partial_i\partial_m (1/r)\) cancel if \(2B(1-2\nu) + A + 2B = 0\), that is, \(4(1-\nu)B = -A\). Hence

\[
A = \frac{1}{4\pi\mu}, \qquad B = -\frac{1}{16\pi\mu(1-\nu)} . \tag{10}
\]

Since \(\partial_i\partial_m r = \delta_{im}/r - x_i x_m/r^3\), the result can also be written as

\[
G_{im} = \frac{1}{16\pi\mu(1-\nu)\, r} \left[ (3-4\nu)\, \delta_{im} + \frac{x_i x_m}{r^2} \right] , \tag{11}
\]

which is the Kelvin solution. It was tested by inserting one of its columns into the Navier equation away from the origin and by integrating the traction over a sphere around the force. The traction balances a unit force.

### From the point force to two potentials

Superposing the forces of (6) gives

\[
u_i(\mathbf x) = - s_{jk} \int G_{ij}(\mathbf x - \mathbf x')\, \partial'_k \chi(\mathbf x')\, dV' . \tag{12}
\]

Integration by parts moves the derivative to \(G_{ij}\) and changes the sign. A derivative with respect to \(\mathbf x'\) is minus the derivative with respect to \(\mathbf x\), which changes the sign again:

\[
u_i(\mathbf x) = - s_{jk}\, \partial_k \int_V G_{ij}(\mathbf x - \mathbf x')\, dV'
= s_{jk} \oint G_{ij}(\mathbf x - \mathbf x')\, n_k\, dS' . \tag{13}
\]

The last form is the superposition of the surface forces \(s_{jk} n_k\) found above. It needs no potential theory and will serve as an independent check.

Now let \(R = |\mathbf x - \mathbf x'|\) and define

\[
\phi(\mathbf x) = \int_V \frac{dV'}{R}, \qquad \psi(\mathbf x) = \int_V R\, dV' . \tag{14}
\]

With (8) and (10), the volume integral in (13) is \(\delta_{ij}\phi/(4\pi\mu) - \psi_{,ij}/[16\pi\mu(1-\nu)]\). Therefore

\[
u_i = - \frac{s_{ik}\, \phi_{,k}}{4\pi\mu} + \frac{s_{jk}\, \psi_{,ijk}}{16\pi\mu(1-\nu)} . \tag{15}
\]

This holds for a region of any shape. The shape enters through \(\phi\) and \(\psi\) alone.

### The potentials of a sphere

The two identities used for the point force, applied under the integrals (14), give

\[
\nabla^2 \phi = -4\pi\chi, \qquad \nabla^2 \psi = 2\phi . \tag{16}
\]

For a sphere both functions depend on \(r\) alone, and \(\nabla^2 g = r^{-2}(r^2 g')'\). Inside, one integration gives \(r^2\phi' = -4\pi r^3/3\), with no constant because \(\phi'\) is finite at the centre. The value there is \(\phi(0) = \int_0^a 4\pi r\, dr = 2\pi a^2\). Thus

\[
\phi = 2\pi \left( a^2 - \frac{r^2}{3} \right), \qquad r < a . \tag{17}
\]

The second equation becomes \((r^2\psi')' = 4\pi a^2 r^2 - 4\pi r^4/3\). Integrating once and dividing by \(r^2\) gives \(\psi' = 4\pi a^2 r/3 - 4\pi r^3/15\). With \(\psi(0) = \int_0^a 4\pi r^3\, dr = \pi a^4\), a second integration yields

\[
\psi = \pi \left( a^4 + \frac{2 a^2 r^2}{3} - \frac{r^4}{15} \right), \qquad r < a . \tag{18}
\]

Outside, \(\phi\) is a constant divided by \(r\). Continuity with \(\phi(a) = 4\pi a^2/3\) fixes the constant. Then \((r^2\psi')' = 8\pi a^3 r/3\), so that \(\psi' = 4\pi a^3/3 + c/r^2\). At \(r = a\) the interior slope is \(16\pi a^3/15\), which gives \(c = -4\pi a^5/15\). Integration adds a constant to \(\psi\). The interior value \(\psi(a) = 8\pi a^4/5\) equals \(4\pi a^4/3 + 4\pi a^4/15\), so that constant is zero. The exterior potentials are

\[
\phi = \frac{4\pi a^3}{3r}, \qquad
\psi = \frac{4\pi a^3}{3} \left( r + \frac{a^2}{5r} \right), \qquad r > a . \tag{19}
\]

By (15), the displacement far away falls off as \(r^{-2}\), since one derivative acts on \(1/r\) and three act on \(r\). Strain and stress fall off as \(r^{-3}\).

### Why the interior strain is uniform

The displacement gradient contains second derivatives of \(\phi\) and fourth derivatives of \(\psi\). Inside the sphere, \(\phi\) is a quadratic polynomial and \(\psi\) a quartic one, so these derivatives are constants. From (17),

\[
\phi_{,kl} = -\frac{4\pi}{3}\, \delta_{kl} . \tag{20}
\]

In (18), four derivatives remove the constant and the term in \(r^2\). For the quartic term, the successive derivatives are

\[
\begin{aligned}
\partial_i r^4 &= 4 r^2 x_i , \\
\partial_j \partial_i r^4 &= 8 x_i x_j + 4 r^2 \delta_{ij} , \\
\partial_k \partial_j \partial_i r^4 &= 8 \left( \delta_{ik} x_j + \delta_{jk} x_i + \delta_{ij} x_k \right) ,
\end{aligned} \tag{21}
\]

and one more derivative, multiplied by \(-\pi/15\), gives

\[
\psi_{,ijkl} = -\frac{8\pi}{15} \left( \delta_{ik}\delta_{jl} + \delta_{jk}\delta_{il} + \delta_{ij}\delta_{kl} \right) . \tag{22}
\]

Contracting the bracket with \(s_{jk}\) gives \(s_{li} + \delta_{il} s_{kk} + s_{il}\), and \(s_{li} = s_{il}\). Differentiating (15) with respect to \(x_l\) and inserting (20) and (22), one finds

\[
u_{i,l} = \frac{s_{il}}{3\mu} - \frac{2 s_{il} + \delta_{il}\, s_{kk}}{30\,\mu(1-\nu)} , \qquad r < a . \tag{23}
\]

The factors are \(4\pi/(3 \cdot 4\pi) = 1/3\) and \(8\pi/(15 \cdot 16\pi) = 1/30\). The right-hand side does not depend on position, which proves that the strain is uniform. It is also symmetric in \(i\) and \(l\), so the sphere does not rotate, and \(u_{i,l}\) is the strain itself.

The surface integral in (13) was evaluated numerically and differentiated at the centre and at two other interior points. The gradients agree with (23), and their variation between the points is about \(2 \times 10^{-11}\) of the largest component. The same calculation for a cube of equal volume gives a different picture. For the eigenstrain of the worked example, the strain components at the two off-centre points differ from those at the centre by up to 29 % of the largest central component. Uniformity is thus a property of the shape and not of homogeneous elasticity as such. The sphere is not alone in having it. Inside any ellipsoid, \(\phi\) is again a quadratic and \(\psi\) a quartic polynomial, so the displacement gradient is uniform there too, although it can then contain a rotation. That case is not derived here.

### What survives for other shapes

For one type of eigenstrain, one quantity is uniform for every shape. Let the eigenstrain be a pure dilatation, \(e^*_{ij} = m\,\delta_{ij}\), so that \(s_{ij} = 3Km\,\delta_{ij}\). In (15), the second term then contains \(\partial_i \nabla^2\psi = 2\phi_{,i}\), and

\[
u_i = 3Km \left[ -\frac{1}{4\pi\mu} + \frac{1}{8\pi\mu(1-\nu)} \right] \phi_{,i}
= -\frac{3Km(1-2\nu)}{8\pi\mu(1-\nu)}\, \phi_{,i}
= -\frac{m(1+\nu)}{4\pi(1-\nu)}\, \phi_{,i} , \tag{24}
\]

where (4) was used in the last step. Since \(\nabla^2\phi = -4\pi\) in any region, the volume strain inside is \(u_{i,i} = m(1+\nu)/(1-\nu)\) everywhere, even in a cube. Its separate components \(e_{11}\), \(e_{22}\) and \(e_{33}\) are free to vary. Outside a sphere, \(\phi_{,i} = -4\pi a^3 x_i/(3r^3)\), and (24) becomes

\[
u_i = \frac{1+\nu}{3(1-\nu)}\; m\, a^3\, \frac{x_i}{r^3}, \qquad r > a . \tag{25}
\]

## II. The tensor, the energy and their use

### Results carried over

A sphere of radius \(a\) and volume \(V\) in an infinite isotropic medium has the uniform eigenstrain \(e^*_{ij}\). The medium has shear modulus \(\mu\), bulk modulus \(K\) and Poisson ratio \(\nu\), inside and outside the sphere alike. The stress is \(\sigma = C:(e - e^*\chi)\), where \(\chi\) is 1 inside and 0 outside, and the colon denotes contraction over two indices. With \(s = C:e^*\), the strain inside is given by (23),

\[
e_{il} = \frac{s_{il}}{3\mu} - \frac{2 s_{il} + \delta_{il}\, s_{kk}}{30\,\mu(1-\nu)} . \tag{26}
\]

Displacement and traction are continuous at the interface. Far away, the displacement falls off as \(r^{-2}\) and the stress as \(r^{-3}\).

The strain inside the sphere has been shown to be uniform and is given explicitly by (26). It remains to write this result as a tensor acting on the eigenstrain, and to find the elastic energy, the share of it held by the host, and the cost of keeping the host rigid.
